\section*{Electric field gradient of p and d electrons, and quadrupole coupling}

\section*{Question}

I am stuck on an exercise about the electric field gradient at a nucleus. The first part asks me to show that one electron in a $p_z$ orbital gives $V_{zz}$ of magnitude $\tfrac45\langle r^{-3}\rangle$, and one in a $d_{z^2}$ orbital $\tfrac47\langle r^{-3}\rangle$. I know that $V_{ij}$ is the second derivative of the electrostatic potential at the nucleus, but I do not see where the fractions come from, what the sign is, or whether I may differentiate $1/r$ under the integral when the electron can be found at the nucleus itself.

The second part describes a partly filled $p$ shell by a population matrix in the crystal axes,
\[
P=\begin{pmatrix}1.20&0&0\\0&1.30&0.15\\0&0.15&1.70\end{pmatrix},
\]
with $\langle r^{-3}\rangle=2.0\,a_0^{-3}$ and a nuclear quadrupole moment $Q=0.1$ barn. It asks for the quadrupole coupling $C_Q$ and the asymmetry parameter $\eta$. I do not know how to get the tensor from $P$, or what to do with its off-diagonal element. Can I just use the diagonal ones?

\section*{Answer}

The diagonal elements are not enough here, as the numbers below show. I use atomic units until the final conversion, so the electron has charge $-1$ and lengths are in $a_0$. The orbitals are non-relativistic, centred on a point nucleus, and each is a radial function $R(r)$ times a real spherical harmonic. The charges of other atoms and the response of the core electrons are left out.

\subsection*{From the potential to an average over the orbital}

An electron density $n(\mathbf r)$ produces at the point $\mathbf s$ the potential
\begin{equation}
\phi(\mathbf s)=-\int\frac{n(\mathbf r)}{|\mathbf r-\mathbf s|}\,d^3r .
\end{equation}
We need its second derivatives at the nucleus, $\mathbf s=0$. For charge away from the nucleus we may differentiate under the integral:
\begin{align}
\frac{\partial}{\partial s_i}\frac1{|\mathbf r-\mathbf s|}
&=\frac{x_i-s_i}{|\mathbf r-\mathbf s|^3},\\
\frac{\partial^2}{\partial s_i\partial s_j}\frac1{|\mathbf r-\mathbf s|}\bigg|_{\mathbf s=0}
&=\frac{3x_ix_j-r^2\delta_{ij}}{r^5}.
\end{align}

Your worry concerns the charge inside a small ball of radius $\varepsilon$ around the nucleus. There $R\propto r^l$ to leading order, so $n$ is homogeneous of degree $2l$. Substituting $\mathbf r=\varepsilon\mathbf t$ gives
\begin{equation}
\phi_{\rm ball}(\mathbf s)=-\varepsilon^{2l+2}\int_{t<1}\frac{n(\mathbf t)}{|\mathbf t-\mathbf s/\varepsilon|}\,d^3t .
\end{equation}
Here $\varepsilon^{2l}$ comes from the density, $\varepsilon^3$ from the volume and $\varepsilon^{-1}$ from the distance. Two derivatives with respect to $\mathbf s$ bring a factor $\varepsilon^{-2}$, so the ball contributes in proportion to $\varepsilon^{2l}$. For $p$ and $d$ orbitals this vanishes as $\varepsilon\to0$, and so do the corrections from higher powers of $r$ in the density.

For an $s$ orbital the contribution survives. A uniform ball of density $n(0)$ has the potential $-2\pi n(0)(\varepsilon^2-s^2/3)$ inside, whose second derivatives are $\tfrac{4\pi}{3}n(0)\delta_{ij}$. This term is the same in all directions. The field gradient tensor is defined as the traceless part of the second derivatives, so the term drops out. The charge outside the ball is spherical and averages $3x_ix_j-r^2\delta_{ij}$ to zero. An $s$ electron therefore gives no field gradient.

For one $p$ or $d$ electron we are left with
\begin{equation}
V_{ij}=-\left\langle\frac{3x_ix_j-r^2\delta_{ij}}{r^5}\right\rangle .
\end{equation}
With $z=ru$, $u=\cos\theta$, the $zz$ element separates into a radial and an angular average:
\begin{equation}
V_{zz}=-\langle r^{-3}\rangle\,\langle3u^2-1\rangle,\qquad
\langle r^{-3}\rangle=\int_0^\infty R^2\,r^{-3}\,r^2\,dr .
\label{eq:separate}
\end{equation}
Near the nucleus the radial integrand behaves as $r^{2l-1}$, so the integral converges there for $l\ge1$.

\subsection*{The two fractions}

Since $d\Omega=du\,d\varphi$ and neither density depends on $\varphi$, only integrals over $u$ from $-1$ to $1$ are needed. Odd powers vanish, and $\int_{-1}^{1}u^{2m}du=2/(2m+1)$.

The $p_z$ orbital is proportional to $u$, so its angular density is proportional to $u^2$:
\begin{equation}
\langle u^2\rangle_p=\frac{\int u^4\,du}{\int u^2\,du}=\frac{2/5}{2/3}=\frac35,
\qquad
\langle3u^2-1\rangle_p=\frac95-1=\frac45 .
\end{equation}

The $d_{z^2}$ orbital is proportional to $3u^2-1$, and its density to $(3u^2-1)^2=9u^4-6u^2+1$. The normalization integral and the integral with an extra $u^2$ are
\begin{align}
\int(9u^4-6u^2+1)\,du&=\frac{18}5-4+2=\frac85,\\
\int(9u^6-6u^4+u^2)\,du&=\frac{18}7-\frac{12}5+\frac23=\frac{270-252+70}{105}=\frac{88}{105}.
\end{align}
Hence
\begin{equation}
\langle u^2\rangle_d=\frac{88}{105}\cdot\frac58=\frac{11}{21},
\qquad
\langle3u^2-1\rangle_d=\frac{11}7-1=\frac47 .
\end{equation}

Inserting both results in Eq.~\eqref{eq:separate} gives
\begin{equation}
V_{zz}(p_z)=-\frac45\langle r^{-3}\rangle,\qquad
V_{zz}(d_{z^2})=-\frac47\langle r^{-3}\rangle .
\end{equation}
The minus sign is the charge of the electron. Both orbitals concentrate negative charge along $z$, so the potential falls for a small step from the nucleus along that axis. Their density vanishes at the nucleus, so there is no isotropic part to remove and the second derivatives are already traceless. Axial symmetry and zero trace give $V_{xx}=V_{yy}=-V_{zz}/2$.

The fractions alone do not tell you which electron gives the larger gradient, because each comes with the $\langle r^{-3}\rangle$ of its own orbital. For Gaussian orbitals with the same exponent, $1.0\,a_0^{-2}$, the averages are $2.12769\,a_0^{-3}$ for $p$ and $0.85108\,a_0^{-3}$ for $d$. Differentiating the potential numerically at the nucleus gives $V_{zz}=-1.70215$ and $-0.48633$ a.u. Divided by $\langle r^{-3}\rangle$, these are $-0.8000$ and $-0.5714$, which are $-4/5$ and $-4/7$ to the digits shown.

\subsection*{The tensor of a partly filled p shell}

Let $n_k=x_k/r$. The three orbitals are $p_k=\sqrt{3/4\pi}\,R(r)\,n_k$, with the same radial function for all three. The density is then
\begin{equation}
n(\mathbf r)=R^2\,\frac{3}{4\pi}\sum_{kl}P_{kl}\,n_kn_l .
\end{equation}
We need two averages over all directions, denoted by a bar. The first is $\overline{n_kn_l}=\delta_{kl}/3$. The second must be isotropic and symmetric in all four indices, so
\begin{equation}
\overline{n_in_jn_kn_l}=A(\delta_{ij}\delta_{kl}+\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk}).
\end{equation}
Setting $i=j$ and $k=l$ and summing gives $1=A(9+3+3)$, so $A=1/15$. Because $P$ is symmetric,
\begin{align}
V_{ij}&=-\langle r^{-3}\rangle\,3\sum_{kl}P_{kl}\left(3\,\overline{n_in_jn_kn_l}-\delta_{ij}\,\overline{n_kn_l}\right)\nonumber\\
&=-\langle r^{-3}\rangle\left[\frac{9}{15}\left(\delta_{ij}\,{\rm Tr}P+2P_{ij}\right)-\delta_{ij}\,{\rm Tr}P\right]\nonumber\\
&=-\langle r^{-3}\rangle\left[\frac65P_{ij}-\frac25\,\delta_{ij}\,{\rm Tr}P\right].
\label{eq:shell}
\end{align}
One $p_z$ electron gives $\tfrac65-\tfrac25=\tfrac45$ in the bracket, as before. One $p_x$ electron gives $V_{zz}=+\tfrac25\langle r^{-3}\rangle$. With $P$ proportional to the unit matrix the bracket vanishes: an equally filled shell has no field gradient, and what counts is the imbalance of the populations.

For your matrix ${\rm Tr}P=4.20$, so $\tfrac25{\rm Tr}P=1.68$, and
\begin{align}
V_{xx}&=-2.0\,(1.44-1.68)=0.48, & V_{yy}&=-2.0\,(1.56-1.68)=0.24,\nonumber\\
V_{zz}&=-2.0\,(2.04-1.68)=-0.72, & V_{yz}&=-2.0\,(0.18)=-0.36,
\end{align}
all in atomic units. The other off-diagonal elements are zero.

\subsection*{Principal values and asymmetry parameter}

The coupling and the asymmetry are defined by the principal values, that is, the eigenvalues of $V$. I label the principal axes with capitals, in the order
\begin{equation}
|V_{ZZ}|\ge|V_{YY}|\ge|V_{XX}|,\qquad
\eta=\frac{V_{XX}-V_{YY}}{V_{ZZ}} .
\end{equation}
The $x$ direction is already decoupled and has the eigenvalue $0.48$. The $yz$ block gives
\begin{equation}
\lambda_\pm=\frac{V_{yy}+V_{zz}}2\pm\sqrt{\left(\frac{V_{yy}-V_{zz}}2\right)^2+V_{yz}^2}
=-0.24\pm\sqrt{0.48^2+0.36^2}=-0.24\pm0.60 ,
\end{equation}
so the other eigenvalues are $0.36$ and $-0.84$. Ordered by magnitude,
\begin{equation}
V_{XX}=0.36,\qquad V_{YY}=0.48,\qquad V_{ZZ}=-0.84\ \text{a.u.}
\end{equation}
The sum is zero, as it must be. The crystal $x$ axis has become the principal $Y$ axis. The direction of $Z$ follows from the first row of the block, $(0.24+0.84)v_y-0.36\,v_z=0$, or $v_y/v_z=1/3$: it is tilted by $18.4^\circ$ from $z$ towards $y$. The asymmetry parameter is
\begin{equation}
\eta=\frac{0.36-0.48}{-0.84}=0.143 .
\end{equation}

With this ordering $\eta$ lies between 0 and 1. Zero trace means $V_{XX}+V_{YY}=-V_{ZZ}$, and since neither term exceeds $|V_{ZZ}|$ in magnitude, neither can have the sign of $V_{ZZ}$. Thus $|V_{XX}|+|V_{YY}|=|V_{ZZ}|$ and $\eta=(|V_{YY}|-|V_{XX}|)/|V_{ZZ}|$. The value 0 means $V_{XX}=V_{YY}$, as for the single $p_z$ or $d_{z^2}$ electron. At $\eta=1$ we have $V_{XX}=0$ and $V_{YY}=-V_{ZZ}$, so the ordering no longer fixes the sign of $V_{ZZ}$. If the whole tensor vanishes, $\eta$ is undefined.

\subsection*{Quadrupole coupling}

In SI units the potential carries a factor $e/4\pi\varepsilon_0$, with $e>0$, and $\langle r^{-3}\rangle$ a factor $a_0^{-3}$. One atomic unit of field gradient is therefore
\begin{equation}
\frac{e}{4\pi\varepsilon_0a_0^3}=9.717\times10^{21}\ \mathrm{V/m^2},
\end{equation}
and $V_{ZZ}=-0.84$ a.u. becomes $-8.16\times10^{21}\ \mathrm{V/m^2}$. The coupling is the energy $eQV_{ZZ}$ expressed as a frequency. With $Q=0.1$ barn $=10^{-29}\ \mathrm{m^2}$ and $e/h=2.418\times10^{14}$ Hz/V,
\begin{equation}
C_Q=\frac{eQV_{ZZ}}h
=(2.418\times10^{14})(10^{-29})(-8.16\times10^{21})\ \mathrm{Hz}
=-19.7\ \mathrm{MHz}.
\end{equation}
Its sign is that of the product $QV_{ZZ}$.

Now compare this with what the diagonal elements alone would give. Ordered by magnitude they are $0.24$, $0.48$ and $-0.72$, which leads to $C_Q=-16.9$ MHz and $\eta=(0.24-0.48)/(-0.72)=0.333$. The magnitude of the coupling is 14\% below the correct one, and $\eta$ is more than twice too large. The diagonal elements depend on the choice of axes; the eigenvalues do not.

These numbers hold for the stated model. In a real molecule or solid, further parts of the charge add their own traceless tensors: the charges on other atoms, the overlap density in the bonds, on-site terms outside the $p$ shell ($d$--$d$, and cross terms such as $s$--$d$ and $p$--$f$, through which even $s$ functions contribute), and the distortion of the core. Those must be added to $V$ before it is diagonalized, since their principal axes need not coincide with those of the $p$ shell. If the three $p$ orbitals have different radial functions, Eq.~\eqref{eq:shell} with a single $\langle r^{-3}\rangle$ no longer applies. The numerical check tests the two fractions and Eq.~\eqref{eq:shell}, for this same $P$, against numerical derivatives of the potential of Gaussian orbitals.

\section*{Calculated quantities}
\begin{verbatim}
Angular averages (dimensionless)
  <cos^2> p_z = 3/5, d_z2 = 11/21
  <3cos^2-1> p_z = 4/5, d_z2 = 4/7
Numerical derivative of the potential, Gaussian orbitals
  Gaussian exponent = 1.0 a0^-2
  <r^-3> p = 2.12769 a0^-3, d = 0.85108 a0^-3
  V_zz p_z  = -1.70215 a.u.
  V_zz d_z2 = -0.48633 a.u.
  V_zz/<r^-3> p_z  = -0.8000
  V_zz/<r^-3> d_z2 = -0.5714
  V_zz/<r^-3> p_x  = 0.4000
Model input
  <r^-3> = 2.0 a0^-3, Q = 0.1 barn
  P_xx = 1.20, P_yy = 1.30 electrons
  P_zz = 1.70, P_yz = 0.15 electrons
  Tr P = 4.20 electrons
One electron at the model <r^-3>
  V_zz p_z  = -1.6000 a.u.
  V_zz d_z2 = -1.1429 a.u.
Tensor in crystal axes (a.u.)
  V_xx = 0.4800, V_yy = 0.2400
  V_zz = -0.7200, V_yz = -0.3600
Block yz (a.u.)
  centre = -0.2400, half gap = 0.4800
  square root = 0.6000
Principal values, ordered (a.u.)
  V_xx = 0.3600, V_yy = 0.4800
  V_zz = -0.8400
  tilt of main axis from z towards y = 18.43 degrees
Conversion
  1 a.u. of field gradient = 9.71736e+21 V/m^2
  V_zz = -8.1626e+21 V/m^2
  e/h = 2.41799e+14 Hz/V
  C_Q = -19.737 MHz
  eta = 0.1429
Wrong reading of the diagonal elements
  C_Q = -16.917 MHz, eta = 0.3333
\end{verbatim}
